\section*{Phases and Hermiticity of KKR structure constants for multi-atom cells, part 3}

A KKR calculation for a crystal with several atoms per cell must decide whether positions may be wrapped into one cell, whether its secular matrix is Hermitian, and whether structure constants $A$ may be reused at $\mathbf k+\mathbf K_0$. Rydberg units are used, $\hbar^2/2m=1$, with lengths in bohr, $E=\kappa^2$ and $\operatorname{Im}\kappa\ge0$. Sites lie at $\mathbf R+\boldsymbol\tau_s$, with $\mathbf R$ in a Bravais lattice of cell volume $\Omega$. Here $\boldsymbol\tau_{st}=\boldsymbol\tau_s-\boldsymbol\tau_t$, $\mathbf a=\mathbf R-\boldsymbol\tau_{st}$, $\mathbf q=\mathbf k+\mathbf K$, $\mathbf K$ and $\mathbf K_0$ are reciprocal lattice vectors, $\mathbf k$ is real, and $d$ is the shortest intersite distance. The harmonics $Y_L$, $L=(l,m)$, are real and orthonormal, $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf p}$, and $h_l=j_l+in_l$. The free radial Green function $\gamma_l=-i\kappa j_l(\kappa r_<)h_l(\kappa r_>)$ has derivative jump $1/r'^2$ at $r=r'$.

The Bloch Green function $G_{\mathbf k}$, unique for $E\ne q^2$, and, for $\rho+\rho'<d$, the constants $A$ satisfy
\begin{gather}
(\nabla^2+E)G_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R),\qquad G_{\mathbf k}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}G_{\mathbf k}(\mathbf r),\tag{\ref{pde}}\\
\begin{aligned}
G_{\mathbf k}(\boldsymbol\tau_{st}+\boldsymbol\rho-\boldsymbol\rho')={}&\delta_{st}\,\kappa\sum_Lj_l(\kappa\rho_<)n_l(\kappa\rho_>)Y_L(\hat{\boldsymbol\rho})Y_L(\hat{\boldsymbol\rho}')\\
&+\sum_{LL'}j_l(\kappa\rho)Y_L(\hat{\boldsymbol\rho})\,A^{st}_{LL'}(\mathbf k,E)\,j_{l'}(\kappa\rho')Y_{L'}(\hat{\boldsymbol\rho}'),
\end{aligned}\tag{\ref{def}}\\
A^{st}_{LL'}=4\pi\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}D^{st}_{L''},\tag{\ref{AD}}\\
A^{st}_{L'L}=(-1)^{l+l'}A^{st}_{LL'}.\tag{\ref{transp}}
\end{gather}
For $E\ne q^2$ and $E\ne0$ it was shown that
\begin{align}
\bigl(A^{ts}_{L'L}\bigr)^*&=A^{st}_{LL'}&&(E>0),\tag{\ref{hermp}}\\
\bigl(A^{ts}_{L'L}\bigr)^*&=(-1)^{l+l'}A^{st}_{LL'}&&(E<0),\tag{\ref{hermn}}\\
B(E)^\dagger&=B(E^*),\quad B^{st}_{LL'}=\kappa^{l+l'}A^{st}_{LL'}&&(\text{any }E),\tag{\ref{hermB}}\\
A^{st}_{LL'}(\mathbf k)&=A^{ts}_{L'L}(-\mathbf k)&&(\text{any }E),\tag{\ref{recipr}}\\
(D^{st}_L)^*&=(-1)^lD^{ts}_L&&(E>0),\tag{\ref{Dherm}}
\end{align}
and, under the shift $\boldsymbol\tau_s\to\boldsymbol\tau_s+\mathbf T_s$ by lattice vectors,
\begin{equation}
A'^{\,st}_{LL'}=e^{i\mathbf k\cdot(\mathbf T_s-\mathbf T_t)}A^{st}_{LL'},\qquad A(\mathbf k+\mathbf K_0)=A(\mathbf k).
\tag{\ref{shift}}
\end{equation}
For $\operatorname{Im}\kappa>0$, $D^{st}_L=d^{st}_L-i\kappa(4\pi)^{-1/2}\delta_{st}\delta_{L0}$, where $d^{st}_L=-i\kappa{\sum_{\mathbf R}}'e^{i\mathbf k\cdot\mathbf R}h_l(\kappa a)Y_L(\hat{\mathbf a})$ and primed sums omit $a=0$. The outgoing-wave matrix $g$, built from $d^{st}_L$ by (\ref{AD}), is
\begin{equation}
g^{st}_{LL'}=A^{st}_{LL'}+i\kappa\,\delta_{st}\delta_{LL'}.
\tag{\ref{gA}}
\end{equation}
The Ewald form is $D=D^{(1)}+D^{(2)}+D^{(3)}$, whose total is independent of the splitting parameter $\eta$:
\begin{align}
D^{(1)st}_L&=\frac{4\pi}\Omega\,i^l\kappa^{-l}\sum_{\mathbf K}q^lY_L(\hat{\mathbf q})\,e^{i\mathbf q\cdot\boldsymbol\tau_{st}}\,\frac{e^{(E-q^2)/\eta}}{E-q^2},\tag{\ref{D1}}\\
D^{(2)st}_L&=-\frac{2^{l+1}}{\sqrt\pi}\,\kappa^{-l}{\sum_{\mathbf R}}'e^{i\mathbf k\cdot\mathbf R}a^lY_L(\hat{\mathbf a})\int_{\sqrt\eta/2}^\infty\xi^{2l}e^{-a^2\xi^2+E/4\xi^2}d\xi,\tag{\ref{D2}}\\
D^{(3)st}_L&=-\delta_{st}\delta_{L0}\,\frac{\sqrt\eta}{2\pi}\sum_{n=0}^\infty\frac{(E/\eta)^n}{n!\,(2n-1)}.\tag{\ref{D3}}
\end{align}

\section{Consequences}

\subsection{The secular equation}

Let the potential be real, spherical and equal to $V_s(\rho)$ inside spheres of radius $S_s$ with $S_s+S_t<d$, and zero between them, with no spin-orbit coupling. A Bloch state obeys $(\nabla^2+E)\psi=V\psi$. For $E\ne q^2$ the operator on the left is inverted by $G_{\mathbf k}$, so $\psi(\mathbf r)=\int_{\rm cell}G_{\mathbf k}(\mathbf r-\mathbf r')V\psi\,d^3r'$. In sphere $s$, $\psi=\sum_Lc^s_LR^s_l(\rho)Y_L$, where the regular radial solution is normalized to $j_l\cos\delta^s_l-n_l\sin\delta^s_l$ outside the sphere. The kernel $\kappa j_<n_>$ has the same derivative jump as $\gamma_l$, so $R_l-\kappa\int j_<n_>VR_l\,\rho'^2d\rho'$ is a regular free solution $\alpha j_l$. Evaluating this outside the sphere gives $\alpha=\cos\delta_l$ and $\kappa\int j_lVR_l\,\rho'^2d\rho'=-\sin\delta_l$. Define $b^t_L=c^t_L\int j_lV_tR^t_l\,\rho'^2d\rho'=-c^t_L\sin\delta^t_l/\kappa$. Inserting (\ref{def}) in the integral equation, the $L$-component in sphere $s$ reads
\begin{equation}
c^s_LR^s_l=c^s_L\,(R^s_l-\cos\delta^s_l\,j_l)+j_l\sum_{tL'}A^{st}_{LL'}b^t_{L'} .
\end{equation}
It holds if and only if $c^s_L\cos\delta^s_l=\sum A\,b$. For $\sin\delta^s_l\neq0$, $c^s_L=-\kappa b^s_L/\sin\delta^s_l$, and
\begin{equation}
\sum_{tL'}\bigl[\kappa\cot\delta^s_l\,\delta_{st}\delta_{LL'}+A^{st}_{LL'}\bigr]b^t_{L'}=0 .
\label{kkr}
\end{equation}
For $E>0$ the matrix is Hermitian and its determinant is real. With $t_l=-e^{i\delta_l}\sin\delta_l/\kappa$ one has $t_l^{-1}=-\kappa\cot\delta_l+i\kappa$, so $t^{-1}-g=-(\kappa\cot\delta+A)$ and the two terms $i\kappa$ cancel. For $E<0$ the matrix to use is $\kappa^{2l+1}\cot\delta_l+B$. It is Hermitian because matching the real logarithmic derivative $\Lambda$ at $S$ gives $\cot\delta_l=(\partial_rn_l-\Lambda n_l)/(\partial_rj_l-\Lambda j_l)$, and $\kappa^{l+1}n_l$ and $\kappa^{-l}j_l$ are real.

The shift rule reads $A'=UAU^\dagger$ with $U=\operatorname{diag}(e^{i\mathbf k\cdot\mathbf T_s})$. $U$ commutes with the diagonal term, so the determinant is unchanged, for any truncation $l\le l_{\max}$, and $b'^{\,s}_L=e^{i\mathbf k\cdot\mathbf T_s}b^s_L$. This is the Bloch phase of the same state seen from the image sphere. Energies and site-resolved weights $|b^s_L|^2$ survive wrapping, and products such as $b^{s*}_Lb^t_{L'}$ with $s\ne t$ acquire a phase. All blocks of one matrix must refer to the same list of positions.

\subsection{The other phase convention}

Define $\tilde A^{st}=e^{-i\mathbf k\cdot\boldsymbol\tau_{st}}A^{st}$, again a diagonal unitary transformation, which preserves (\ref{hermp}) to (\ref{hermB}). The phase in (\ref{D1}) becomes $e^{i\mathbf K\cdot\boldsymbol\tau_{st}}$ and that in (\ref{D2}) becomes $e^{i\mathbf k\cdot\mathbf a}$. Under a shift the prefactor gains $e^{-i\mathbf k\cdot(\mathbf T_s-\mathbf T_t)}$, which cancels the phase in (\ref{shift}), so $\tilde A'=\tilde A$. Under $\mathbf k\to\mathbf k+\mathbf K_0$ only the prefactor changes,
\begin{equation}
\tilde A^{st}(\mathbf k+\mathbf K_0)=e^{-i\mathbf K_0\cdot\boldsymbol\tau_{st}}\tilde A^{st}(\mathbf k).
\label{conv2}
\end{equation}
$A$ is periodic in $\mathbf k$ and depends on the choice of images, while $\tilde A$ is independent of the images and is periodic only up to this phase.

\subsection{Folding}

Describe a Bravais lattice by a supercell, so that for fixed $s$ the vectors $\mathbf a=\mathbf R-\boldsymbol\tau_{st}$ cover the primitive lattice once as $\mathbf R$ and $t$ vary. Then $\sum_te^{-i\mathbf k\cdot\boldsymbol\tau_{st}}d^{st}_L$ is the primitive sum with phase $e^{i\mathbf k\cdot\mathbf a}$, the on-site term occurs once, and $\sum_t\tilde A^{st}(\mathbf k)=A^{\rm prim}(\mathbf k)$, extended to all $E\neq q^2$ by continuation of $B$. For bcc as a simple cubic cell of edge $a_0$ with $\boldsymbol\tau_1=0$ and $\boldsymbol\tau_2=(a_0/2)(1,1,1)$, the diagonal blocks are equal, $P$. The vectors $\boldsymbol\tau_{21}$ and $\boldsymbol\tau_{12}$ differ by the lattice vector $2\boldsymbol\tau_2$, so $A^{21}=e^{2i\mathbf k\cdot\boldsymbol\tau_2}A^{12}$ and $\tilde A^{21}=\tilde A^{12}=Q$. The symmetric and antisymmetric site combinations reduce $\tilde A$ to $P+Q$ and $P-Q$. The first is $A^{\rm prim}(\mathbf k)$. For $\mathbf K_0=(2\pi/a_0)\hat{\mathbf x}$, $\mathbf K_0\cdot\boldsymbol\tau_2=\pi$, so (\ref{conv2}) reverses $Q$ and $P-Q=A^{\rm prim}(\mathbf k+\mathbf K_0)$.

\section{Worked example: a model hcp lattice}

The numbers come from the numerical check. Take $a_0=4$ bohr and ideal $c/a_0$, so $c=6.531973$ bohr and $\Omega=90.50967$ bohr$^3$, with $\mathbf a_1=a_0(1,0,0)$, $\mathbf a_2=a_0(1/2,\sqrt3/2,0)$, $\mathbf a_3=(0,0,c)$. The sites are $\boldsymbol\tau_1=0$ and $\boldsymbol\tau_2=(\mathbf a_1+\mathbf a_2)/3+\mathbf a_3/2=(2,1.154701,3.265986)$ bohr. The Bloch vector is $0.4\mathbf b_1+0.1\mathbf b_2+0.2\mathbf b_3=(0.628319,-0.181380,0.192382)$ bohr$^{-1}$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The energy $E=0.6$ Ry, $\kappa=0.774597$ bohr$^{-1}$, lies between the poles at $0.464694$ and $1.019859$ Ry, and $\eta=1$ Ry. All $D$ and $A$ are in bohr$^{-1}$.

For $L=0$ on the home site, the series in (\ref{D3}) is $-1+0.6+0.06+0.0072+0.000771+0.000072+0.000006+\dots$, whose unrounded sum is $-0.3319502$, and $D^{(3)}=0.3319502/2\pi=0.052832$. With $D^{(1)}=0.217838$ and $D^{(2)}=0.000338$ the total is $0.27101$. In (\ref{AD}) the $ss$ element has the single coefficient $4\pi C_{000}=\sqrt{4\pi}=3.544908$, so $A^{11}_{ss}=3.544908\times0.27101=0.9607$, real as (\ref{hermp}) requires of a diagonal element. The outgoing constant is $g^{11}_{ss}=0.9607+0.7746i$.

Between sublattices,
\begin{equation}
D^{12}_0=(-0.049628-0.406441i)+(-0.000093+0.001352i)=-0.049721-0.405089i,
\end{equation}
and $D^{21}_0$ is its conjugate, as (\ref{Dherm}) states for $l=0$. Multiplication by $3.544908$ gives $A^{12}_{ss}=-0.1763-1.4360i$ and $A^{21}_{ss}=-0.1763+1.4360i$. The $s$--$p_z$ elements show both sign rules. $A^{12}_{s,p_z}=-0.251579+0.057312i$ has the conjugate $A^{21}_{p_z,s}=-0.251579-0.057312i$, and $A^{12}_{p_z,s}=+0.251579-0.057312i$ is its negative, by (\ref{transp}). On the home site the two rules act together: $A^{11}_{p_z,s}$ is both the conjugate and the negative of $A^{11}_{s,p_z}$, so both elements must be imaginary. The values are $A^{11}_{s,p_z}=-0.785672i$ and $A^{11}_{p_z,s}=+0.785672i$.

Move site 2 by $\mathbf T_2=\mathbf a_1-2\mathbf a_2+\mathbf a_3$. Then $\mathbf k\cdot\mathbf T_2=2\pi(0.4-0.2+0.2)=2.513274$ rad, and (\ref{shift}) multiplies the block $12$ by $e^{-i\mathbf k\cdot\mathbf T_2}=-0.809017-0.587785i$. For the $ss$ element, from $-0.176258-1.436004i$,
\begin{align}
\operatorname{Re}&=0.176258\times0.809017-1.436004\times0.587785=-0.70147,\nonumber\\
\operatorname{Im}&=0.176258\times0.587785+1.436004\times0.809017=1.26535,
\end{align}
in agreement with the Ewald sum for the shifted basis, $-0.701467+1.265354i$. The same product for $A^{12}_{s,p_z}$ gives $0.203532+0.033687=0.237219$ and $0.147874-0.046366=0.101508$, which are the printed parts.

In the other convention $\boldsymbol\tau_{12}=-\boldsymbol\tau_2$, so $\tilde A^{12}=e^{i\mathbf k\cdot\boldsymbol\tau_2}A^{12}$ with $\mathbf k\cdot\boldsymbol\tau_2=2\pi(0.5/3+0.1)=1.675516$ rad, and $\tilde A^{12}_{ss}=1.446562-0.025189i$. At $\mathbf k+\mathbf b_1$, (\ref{conv2}) predicts the factor $e^{i\mathbf b_1\cdot\boldsymbol\tau_2}=e^{2\pi i/3}=-0.5+0.866025i$, which is the printed ratio. The resulting value, $-0.701467+1.265354i$, is identical to the shifted $A^{12}_{ss}$ above. This is an accident of the chosen vectors: $(\mathbf k+\mathbf b_1)\cdot\boldsymbol\tau_2=2\pi(4/15+1/3)=2\pi\times0.6$, and $-\mathbf k\cdot\mathbf T_2=-2\pi\times0.4$ differs from it by $2\pi$.

On the zone face $k_z=\pi/c$ the element $A^{12}_{ss}$ vanishes. In (\ref{D2}), $\mathbf a=\mathbf R+\boldsymbol\tau_2$ has height $(n+\tfrac12)c$ for layer index $n$. The layers $n$ and $-n-1$ have opposite heights, the same in-plane vectors and hence equal $a$, while their phases $e^{i\pi n}$ and $e^{-i\pi(n+1)}$ are opposite. In (\ref{D1}), $q_z=\pm(m+\tfrac12)2\pi/c$ pair up with equal $q^2$ and phases $e^{\mp i\pi(m+1/2)}$ whose ratio is $-1$. The computed modulus at $\mathbf k=0.4\mathbf b_1+0.1\mathbf b_2+0.5\mathbf b_3$ is $1.7\times10^{-15}$.

For the bands, place wells $V_s=-V_{0s}(1-\rho^2/S^2)^3$ with $V_{01}=1$ Ry, $V_{02}=2$ Ry and $S=1.8$ bohr on the two sites, so that $2S=3.6$ bohr is below $d=4$ bohr, and keep $l\le4$. At the lowest level the phase shifts for $l=0,1,2$ are $0.198205$, $0.004943$, $0.000073$ rad on site 1 and $0.550764$, $0.010672$, $0.000150$ rad on site 2. The roots of (\ref{kkr}) for the two lowest levels, sought in brackets around the plane-wave eigenvalues, are $0.3082221$ and $0.8566452$ Ry, or $4.194$ and $11.655$ eV with $1$ Ry $=13.605693$ eV. The shifted basis gives the same printed digits. Diagonalization in $526$ plane waves up to $49$ Ry gives $0.3082222$ and $0.8566452$ Ry. The seventh digit is not converged in either method. Keeping $l\le6$ lowers the second root by $1\times10^{-7}$ Ry, and a cutoff of $81$ Ry ($1120$ plane waves) lowers both eigenvalues by $1\times10^{-7}$ Ry, after which both methods give $0.3082221$ and $0.8566451$ Ry. These digits serve to compare methods on a model and have no meaning for a material. The asserted tolerances are $10^{-5}$ Ry between KKR and plane waves and $10^{-9}$ Ry between shifted and unshifted roots.

The Ewald formulas are tested against a projection of $G_{\mathbf k}$ on two spheres by quadrature, which uses neither (\ref{AD}) nor (\ref{D1}) to (\ref{D3}). Deviations are quoted as the largest absolute difference divided by the largest matrix element, for $l\le2$. The deviation is $3.1\times10^{-8}$ for the hcp case. For a triclinic cell with three sites at $E=0.4$, $-0.5$ and $-3+2i$ Ry the largest is $8.5\times10^{-8}$, and changing $\eta$ from $0.6$ to $2.0$ Ry alters $A$ by $2.5\times10^{-15}$. On the projected matrices, (\ref{hermp}) holds to $6.8\times10^{-8}$ and (\ref{hermn}) to $1.4\times10^{-7}$, while plain Hermiticity at $E=-0.5$ Ry is violated by $0.738$. Omitting $e^{i\mathbf q\cdot\boldsymbol\tau_{st}}$ from (\ref{D1}) gives a deviation of $0.888$. Equations (\ref{hermB}), (\ref{recipr}), (\ref{shift}), (\ref{gA}) and (\ref{conv2}) are asserted for the same cell at a tolerance of $10^{-5}$, with (\ref{gA}) compared against a direct outgoing-wave sum at the complex energy. For bcc with $a_0=5$ bohr at $E=0.5$ Ry, the eigenvalues of the two-site matrix match the union of the two primitive spectra to $1.9\times10^{-15}$ relative to the largest eigenvalue.

\section*{Values computed for the example and the checks}
\begin{verbatim}
triclinic 3 sites: E = 0.4, -0.5, (-3+2j) Ry; relative deviations:
  Ewald vs definition 8.5e-08; eta 0.6 vs 2.0 Ry 2.5e-15
  sublattice phase dropped 0.888
  Hermiticity E>0 6.8e-08; signed E<0 1.4e-07; plain E<0 0.738
bcc folding (a = 5.0 bohr, E = 0.5 Ry) eigenvalue deviation 1.9e-15
hcp a = 4.0 bohr, c = 6.531973 bohr, volume = 90.50967 bohr^3
tau_2 (bohr) = [2.       1.154701 3.265986]
k (fractional) = [0.4 0.1 0.2]  k (1/bohr) = [ 0.628319 -0.18138   0.192382]
E = 0.6 Ry, kappa = 0.774597 1/bohr, eta = 1.0 Ry
lowest poles q^2 (Ry) = [0.464694 1.019859 1.451654]
D^11_00 (1/bohr): D1 +0.217838+0.000000i D2 +0.000338-0.000000i
   D3 +0.052832-0.000000i total +0.271007+0.000000i
D^12_00 (1/bohr): D1 -0.049628-0.406441i D2 -0.000093+0.001352i
   D3 +0.000000+0.000000i total -0.049721-0.405089i
D^21_00 (1/bohr): D1 -0.049628+0.406441i D2 -0.000093-0.001352i
   D3 +0.000000+0.000000i total -0.049721+0.405089i
A_ss / D_00 = 3.544908
A11 s,s (1/bohr): Ewald +0.960696+0.000000i definition +0.960696-0.000000i
A11 s,pz (1/bohr): Ewald -0.000000-0.785672i definition +0.000000-0.785672i
A11 pz,s (1/bohr): Ewald +0.000000+0.785672i definition +0.000000+0.785672i
A12 s,s (1/bohr): Ewald -0.176258-1.436004i definition -0.176258-1.436004i
A21 s,s (1/bohr): Ewald -0.176258+1.436004i definition -0.176258+1.436004i
A12 s,pz (1/bohr): Ewald -0.251579+0.057312i definition -0.251579+0.057312i
A21 pz,s (1/bohr): Ewald -0.251579-0.057312i definition -0.251579-0.057312i
A12 pz,s (1/bohr): Ewald +0.251579-0.057312i definition +0.251579-0.057312i
g11 s,s (1/bohr) = +0.960696+0.774597i
hcp Ewald vs definition, relative 3.1e-08
shift T_2 = a1-2a2+a3: k.T = 2.513274 rad, exp(-ik.T) = -0.809017-0.587785i
shifted A12 s,s (1/bohr) = -0.701467+1.265354i, ratio = -0.809017-0.587785i
shifted A12 s,pz (1/bohr) = +0.237219+0.101508i
k.tau_2 = 1.675516 rad, At12 s,s (1/bohr) = +1.446562-0.025189i
At12 s,s at k+b1 (1/bohr) = -0.701467+1.265354i, ratio = -0.500000+0.866025i
|A12 s,s| at kz = pi/c (1/bohr) = 1.7e-15
wells V0 = [1. 2.] Ry, S = 1.8 bohr, lmax = 4, plane waves = 526 (49 Ry)
level 1, site 1: delta_0,1,2 (rad) = 0.198205 0.004943 0.000073
level 1, site 2: delta_0,1,2 (rad) = 0.550764 0.010672 0.000150
level 1 (Ry): KKR 0.3082221 shifted 0.3082221 plane waves 0.3082222
level 1 = 4.1936 eV
level 2, site 1: delta_0,1,2 (rad) = 0.254946 0.020215 0.000841
level 2, site 2: delta_0,1,2 (rad) = 0.593619 0.044203 0.001729
level 2 (Ry): KKR 0.8566452 shifted 0.8566452 plane waves 0.8566452
level 2 = 11.6553 eV
1 Ry = 13.605693 eV
\end{verbatim}
